Impulsive and Step-like Driving of Coherent Phonons by Light, part 1

(Sections cited here and not found follow in the second part.)

## The oscillator and its two kinds of motion

Let u be a vibrational coordinate of mass M and angular frequency Ω, at rest at u = 0 until a force acts on it. If the force is a short kick, its strength is measured by the transferred momentum J, and the one length that can be formed from J, M and Ω is J/(MΩ). If the force is switched on and stays on at the value F₀, the corresponding length is F₀/(MΩ²). Without damping, the two displacements must therefore have the forms

u = [J/(MΩ)] f₁(Ωt),  u = [F₀/(MΩ²)] f₂(Ωt),

with dimensionless functions f₁ and f₂.

Time reversal fixes their character. The undamped equation of motion, M(u″ + Ω²u) = F(t), contains only a second time derivative. Beside the retarded solution u_ret, which is at rest before the force acts, it has an advanced solution u_adv, which is at rest afterwards. Their difference D = u_ret − u_adv obeys the equation without a force, so it is a free oscillation. After a kick u_adv = 0, and D is the motion that is left behind.

If F is even in time, reversing time turns u_ret into u_adv, so that u_ret(−t) = u_adv(t). Then D(−t) = u_adv(t) − u_ret(t) = −D(t), and an odd free oscillation is a sine. If F is odd, reversal also changes the sign of the force, u_ret(−t) = −u_adv(t), and D(−t) = D(t): the oscillation is a cosine. A kick centred at t = 0 is even. A step is the constant F₀/2, which merely displaces the equilibrium, plus an odd function that jumps from −F₀/2 to F₀/2. Hence a kick gives a sine and a step gives a cosine about a new equilibrium. The starting conditions supply the remaining factors. A kick gives the velocity J/M at u = 0, so f₁ = sin Ωt. A step leaves u and u′ at zero at the first instant, so f₂ = 1 − cos Ωt.

For these two forces the phase refers to the centre of the kick or the instant of the step. An error δ in the choice of time zero changes the phase by Ωδ. For the mode used below, with Ω = 0.02 eV and a period of 206.8 fs, one femtosecond corresponds to 360°/206.8 = 1.7°.

Damping breaks the time-reversal argument, so the damped problem has to be solved directly. The algebra uses atomic units, in which ħ, the electron mass and the elementary charge are one; frequencies and energies are then the same quantity. With γ the decay rate of the amplitude,

M(u″ + 2γu′ + Ω²u) = F(t),  0 ≤ γ < Ω.  (1)

Without a force, the trial function e^{λt} gives λ² + 2γλ + Ω² = 0, hence

λ = −γ ± iω_d,  ω_d = √(Ω² − γ²).

The free motion is a combination of e^{−γt} cos ω_d t and e^{−γt} sin ω_d t.

For a kick F = Jδ(t), integrate equation (1) over a vanishingly short interval around t = 0. The velocity jumps but remains finite, so u is continuous. The damping term contributes 2γM times the change of u, which is zero, and the term with Ω² contributes the integral of a finite function over a vanishing interval, which is also zero. What remains is M u′(0⁺) = J. The free motion with u(0) = 0 and this velocity is

u(t) = [J/(Mω_d)] e^{−γt} sin ω_d t,  t > 0.  (2)

The equation is linear, so any force may be treated as a succession of kicks of strength F(t′)dt′. Each contributes equation (2) with t replaced by the time elapsed since that kick:

u(t) = [1/(Mω_d)] ∫_{−∞}^{t} dt′ F(t′) e^{−γ(t−t′)} sin[ω_d(t − t′)].  (3)

Kicks later than t are absent because an effect cannot precede its cause.

The kick and the lasting step are the ends of a family of forces that start suddenly and then die away,

F(t) = F₀ e^{−κt} for t > 0, F = 0 for t < 0.

This is also the physically useful case, since an electronic excitation that pushes on the atoms has a finite lifetime 1/κ. Look for a forced part Ce^{−κt}. Two derivatives give κ² and one gives −κ, so equation (1) requires

C = F₀/[M(Ω² − 2γκ + κ²)].

The bracket equals (κ − γ)² + ω_d² and cannot vanish for an underdamped mode. Add a free motion, written as

u = C{e^{−κt} − e^{−γt}[a cos ω_d t + b sin ω_d t]}.

The condition u(0) = 0 gives a = 1. The velocity at t = 0 is C{−κ + γa − bω_d}, and setting it to zero gives b = (γ − κ)/ω_d. Thus

u = C{e^{−κt} − e^{−γt}[cos ω_d t + ((γ − κ)/ω_d) sin ω_d t]}.  (4)

A lasting step is the case κ = 0:

u = [F₀/(MΩ²)]{1 − e^{−γt}[cos ω_d t + (γ/ω_d) sin ω_d t]}.  (5)

The sine term in equation (5) is needed for the motion to start with zero velocity. It makes the displaced oscillation of a damped mode lag a pure cosine by arctan(γ/ω_d), a small angle when γ ≪ Ω. Without damping the coordinate swings between 0 and 2F₀/(MΩ²), that is, symmetrically about its new equilibrium.

The kick is the opposite limit. The total impulse of the decaying force is ∫₀^∞ F₀e^{−κt}dt = F₀/κ. Hold this equal to J, so that F₀ = Jκ, and let κ grow. Then C tends to J/(Mκ), and the coefficient (γ − κ)/ω_d tends to −κ/ω_d. In equation (4) the terms without this large coefficient vanish as 1/κ, while the remaining product is −C(−κ/ω_d) = J/(Mω_d). This is equation (2). Formulas (2), (4) and (5) were tested against direct numerical integration of equation (1).

With γ = 0 the oscillating part of equation (4) becomes

u_osc = {F₀/[M(Ω² + κ²)]} [(κ/Ω) sin Ωt − cos Ωt].

Write it as amplitude × sin(Ωt − φ). Since sin(Ωt − φ) = cos φ sin Ωt − sin φ cos Ωt, the ratio of the coefficients gives

tan φ = Ω/κ,  0 < φ ≤ 90°.  (6)

The sum of the squared coefficients gives the amplitude F₀/[MΩ√(Ω² + κ²)]. A phase of 0° is the sine of a kick and 90° is the negative cosine of a lasting step. For κ = 0.005 eV, a lifetime of 131.6 fs, equation (6) gives arctan(0.02/0.005) = 75.96°. The phase fitted to the numerically integrated motion is the same to the digits given. A lifetime somewhat shorter than the vibrational period thus shifts the phase by 14° from that of a lasting step. A phase between the two limits need not mean that two separate forces are at work.

A rectangular force shows that duration alone does not create a cosine. Let F₀ act from t = 0 to t = T, which is a step at 0 minus a step at T. For γ = 0 and t > T the two static parts cancel:

u = [F₀/(MΩ²)][cos Ω(t − T) − cos Ωt] = [2F₀/(MΩ²)] sin(ΩT/2) sin Ω(t − T/2).

The second form follows from cos a − cos b = 2 sin[(a + b)/2] sin[(b − a)/2], with a = Ω(t − T) and b = Ωt. The motion is a sine about the midpoint T/2 for every T, because the force is even about that point. For ΩT ≪ 1 the amplitude is F₀T/(MΩ), the kick result with J = F₀T. For T equal to a full period it vanishes, since the second step stops the motion that the first one started.

For a force of general shape it is best to collect the information in one complex number. Define

F(Ω) = ∫dt F(t) e^{iΩt} = X + iY,  X = ∫dt F cos Ωt,  Y = ∫dt F sin Ωt.  (7)

Take γ = 0 and a time t after the force has ended. The upper limit of equation (3) may then be moved to infinity. Since sin[Ω(t − t′)] is the imaginary part of e^{iΩt}e^{−iΩt′} and F(t′) is real,

u = [1/(MΩ)] Im[e^{iΩt}(X − iY)].

Expanding (cos Ωt + i sin Ωt)(X − iY) gives the imaginary part X sin Ωt − Y cos Ωt, so

u = [X sin Ωt − Y cos Ωt]/(MΩ).  (8)

The even part of the force feeds X and the sine, and the odd part feeds Y and the cosine, as time reversal required. The phase φ of sin(Ωt − φ) is the argument of the complex number F(Ω).

A lasting step needs more care, because the integral in equation (7) does not converge. Suppose F rises from zero to a final value F_∞ and that t lies after the rise. The derivative of cos Ω(t − t′) with respect to t′ is Ω sin Ω(t − t′), so integration by parts in equation (3) with γ = 0 gives

Mu = F_∞/Ω² − (1/Ω²) ∫dt′ F′(t′) cos Ω(t − t′).  (9)

The boundary term at t′ = t is the static displacement, and the remaining integral converges because F′ vanishes after the rise. To connect this with F(Ω), insert a slowly decaying factor e^{−ηt} in equation (7), which amounts to replacing Ω by Ω + iη, and let η tend to zero from above at the end. Integration by parts gives ∫F′e^{iΩt}dt = −iΩF(Ω), or

F(Ω) = (i/Ω) ∫dt F′(t) e^{iΩt}.  (10)

Let the integral in equation (10) be P + iQ, with P = ∫F′ cos Ωt dt and Q = ∫F′ sin Ωt dt. Then X = −Q/Ω and Y = P/Ω. The integral in equation (9) is P cos Ωt + Q sin Ωt = Ω(Y cos Ωt − X sin Ωt), and hence

u = F_∞/(MΩ²) + [X sin Ωt − Y cos Ωt]/(MΩ).  (11)

The rule for the oscillation is unchanged, and a static shift is added. For a sudden step P = F₀ and Q = 0, so F(Ω) = iF₀/Ω and the undamped form of equation (5) returns. For the decaying force, direct integration gives F(Ω) = F₀/(κ − iΩ) = F₀(κ + iΩ)/(κ² + Ω²), whose argument again obeys equation (6).

A real pulse has a finite length. Let the kick have the shape J G(t) and let the step rise as F′(t) = F₀G(t), with the same normalized Gaussian

G(t) = e^{−t²/(2s²)}/(s√(2π)).

Completing the square, −t²/(2s²) + iΩt = −(t − iΩs²)²/(2s²) − Ω²s²/2. The shifted Gaussian still integrates to one, so

∫dt G(t)e^{iΩt} = e^{−Ω²s²/2}.  (12)

This is real. The kick has X = Je^{−Ω²s²/2}, and by equation (10) the step has Y = (F₀/Ω)e^{−Ω²s²/2}. Both oscillations lose the same factor and keep their phases, whereas the static displacement F₀/(MΩ²) is not reduced. For s = 20 eV⁻¹ and Ω = 0.02 eV, Ωs = 0.4 and the factor is e^{−0.08} = 0.923. Numerical integration of both motions gave this value. A Gaussian pulse much longer than the period, Ωs ≫ 1, leaves almost no oscillation, because the coordinate follows its moving equilibrium smoothly. A long force with sudden edges, such as the rectangular one above, can still leave a large oscillation.

Equations (8) and (11) hold for γ = 0. With weak damping they describe the first few cycles if γ ≪ Ω and the force develops in a time short compared with 1/γ. They also assume a harmonic mode and a force that does not depend on u. For a force made by light, that second assumption has to be justified from the electronic response.

## The force of a light pulse

The first half described a mode u of mass M and frequency Ω, initially at rest and treated here without damping. With F(Ω) = ∫F(t)e^{iΩt}dt = X + iY, its motion after the force has settled to a final value F_∞ is

u = F_∞/(MΩ²) + [X sin Ωt − Y cos Ωt]/(MΩ).  (13)

The oscillation has the form sin(Ωt − φ), where φ is the argument of F(Ω): 0° for a positive kick and 90° for a positive step. If the force follows a Gaussian pulse of standard deviation s in time, or rises as the integral of such a pulse, the oscillation is reduced by the factor e^{−Ω²s²/2}. A force that starts suddenly and decays at the rate κ gives tan φ = Ω/κ. The question now is what F(Ω) a light pulse produces.

Consider absorbers with a ground and an excited state, one for each coordinate u. The gap is ε − gu, so a positive g means that the gap closes as u grows. The field E couples the two states through a transition dipole d, taken real:

H = (ε − gu)|e⟩⟨e| − dE(t)(|e⟩⟨g| + |g⟩⟨e|).

The nuclei are treated classically and feel the mean force

F = −⟨∂H/∂u⟩ = g n,

where n is the excited population. To lowest order n is quadratic in the field, and so is u. The change of the gap by gu therefore affects n at fourth order. For a classical mode initially at rest, the gap may therefore be held at ε in the quadratic response, and the force does not depend on u.

The density matrix ρ obeys iρ′ = Hρ − ρH. Its matrix elements are

iρ′_eg = ερ_eg − dE(ρ_gg − ρ_ee),  in′ = −dE(ρ_ge − ρ_eg).

Since ρ_ge is the complex conjugate of ρ_eg, the second equation reads n′ = 2dE Im ρ_eg. To first order in the field ρ_gg − ρ_ee = 1. Let the coherence decay at the rate Γ and the population at the rate κ, with Γ ≥ κ/2; the decay returns the absorber to its ground state, and heating is left out. Then

ρ′_eg = −(iε + Γ)ρ_eg + idE,  n′ = −κn + 2dE Im ρ_eg.

Write the pulse as E = ½[A(t)e^{−iω_L t} + A*(t)e^{iω_L t}] and set ρ_eg = σe^{−iω_L t}. Near resonance, terms that oscillate at about 2ω_L average out and are dropped; this is the rotating-wave approximation. What remains is

σ′ = [i(ω_L − ε) − Γ]σ + idA/2,  n′ = −κn + d Im(A*σ).  (14)

Under the Fourier transform σ′ becomes −iνσ(ν). With ω = ω_L + ν the first equation gives

σ(ν) = (id/2)A(ν)/[Γ − i(ω − ε)] = (d/2)A(ν)/(ε − ω − iΓ).

The mean dipole is d(ρ_eg + ρ_ge) = Re(2dσe^{−iω_L t}). Its ratio to the field amplitude is the polarizability

α(ω) = d²/(ε − ω − iΓ),  so that σ(ν) = α(ω_L + ν)A(ν)/(2d).  (15)

Now transform the population equation. Its left side and decay term give (κ − iΩ)n(Ω), and its source is d(A*σ − Aσ*)/(2i). Inserting A and σ as integrals over ν turns each product into a convolution:

So far, the phase of the oscillation has been identified with the argument of F(Ω), and the coherence of the absorbers has been expressed through their polarizability α. It remains to write out these convolutions, obtain from them the force of a light pulse, and compare the predicted motion with a simulation.
